Splicing a shifted GGA potential to a −1/r tail: helium Rydberg levels

**The problem**

An electron far from a helium atom's nucleus sees a singly charged ion. Its attraction −e²/r supports an infinite series of Rydberg levels. A Kohn–Sham calculation with the PBE functional misses them: the PBE potential dies off exponentially, and for helium it binds one s level, the occupied 1s, and no other. The 1s level is also misplaced, at −0.579 hartree, where minus the ionization energy is −0.904 hartree.

Both defects can be treated by lowering the PBE potential in the interior and joining it to −e²/r outside. The shift is I + ε_HOMO, but the result depends on which ε_HOMO is meant, the one before the correction or the one after it, the latter measured on the energy scale in which the interior potential is left unshifted.

Conventions: Gaussian units, a closed-shell neutral atom, a fixed nucleus and no relativity. Potentials vanish at infinity unless stated otherwise. I is the ionization energy, n the density, v_H the Hartree potential and v_G the GGA exchange-correlation potential. Numbers are in hartree and bohr, where e = ħ = m = 1.

**The tail and the HOMO condition**

Let Ψ(r, r₂) be the spatial ground state of helium with energy E, and Ψ⁺(r₂) that of the ion with energy E⁺ = E + I. Define

f(r) = ∫ Ψ⁺(r₂)* Ψ(r, r₂) d³r₂.

Multiply the Schrödinger equation by Ψ⁺* and integrate over r₂. The one-electron Hamiltonian of electron 2 acts to the left and gives E⁺f, so

[−(ħ²/2m)∇² − 2e²/r] f + ∫ Ψ⁺* (e²/|r − r₂|) Ψ d³r₂ = (E − E⁺) f = −I f.

At large r the repulsion tends to e²/r, because electron 2 stays near the nucleus. To leading order,

[−(ħ²/2m)∇² − e²/r] f = −I f.

Excited states of the ion leave less energy for the outer electron, so their amplitudes decay faster; what the coupling mixes in is smaller by powers of 1/r. Hence n → 2|f|². The exact Kohn–Sham orbital of a two-electron singlet is φ = √(n/2), which tends to |f|. Inverting its equation gives

v_s = ε + (ħ²/2m) ∇²φ/φ → ε + I − e²/r.

Since v_s vanishes at infinity, ε_HOMO = −I. The nuclear and Hartree terms cancel there, −2e²/r + 2e²/r = 0, so the whole tail belongs to exchange and correlation:

v_xc → −e²/r.

**What the shift measures**

Let φ_G and φ_ex be the HOMOs of the GGA and the exact Kohn–Sham Hamiltonians, with eigenvalues ε_G and −I. The kinetic operators are equal, so the difference of the Hamiltonians is a difference of potentials. Let one Hamiltonian act to the right and the other to the left:

⟨φ_ex| v_s,G − v_s,ex |φ_G⟩ = (ε_G + I) ⟨φ_ex|φ_G⟩.

Thus Δ₀ = I + ε_G is the error of the GGA potential, Hartree part included, averaged with the weight φ_ex φ_G. Subtracting one constant from v_G removes an average error and leaves errors of shape. That the inner error is nearly constant is an approximation.

**The spliced potential**

The corrected potential is

v_AC(r) = max[ v_G(r) − Δ, −e²/r ].

Consider D(r) = r v_G − Δr + e². The inner branch is used where D > 0. If r v_G > −e² everywhere, D is positive near the nucleus. If also Δ > 0 and v_G ≤ 0 for all r ≥ e²/Δ, then D ≤ e² − Δr there, so D is negative beyond r = e²/Δ. A crossing therefore exists, no farther out than e²/Δ.

For Δ = 0 and r v_G > −e², the two branches do not meet, so no continuous splice is possible. This is the case for PBE helium, where the minimum of r v_G is −0.515. The shift is needed for the join as well as for the HOMO.

The maximum is continuous however many crossings there are, so no search for a crossing radius is required. Only the slope jumps.

**One-shot shift: a lower bound on the HOMO**

Keep the GGA density fixed and set Δ = Δ₀. At every point v_AC ≥ v_G − Δ₀. For any normalized orbital, the expectation value of the corrected Hamiltonian is then at least that of the GGA Hamiltonian minus Δ₀. In helium the HOMO is the lowest level, so the variational principle gives

ε_AC ≥ ε_G − Δ₀ = −I.

The one-shot HOMO cannot fall below −I. It lies above −I as soon as the orbital has weight where the tail branch is the higher one.

**Self-consistent shift: the HOMO at −I**

Add the constant Δ to the whole corrected potential. The interior is now the unshifted v_G, the tail is −e²/r + Δ, and the HOMO is ε′ = ε_AC + Δ. Requiring Δ = I + ε′ for this eigenvalue gives

Δ = I + ε_AC(Δ) + Δ, hence ε_AC(Δ) = −I.

This suggests the iteration

Δ_new = I + ε_AC(Δ) + Δ.

Its rate at fixed density follows from first-order perturbation theory. When Δ grows by dΔ, the potential falls by dΔ on the inner branch and is unchanged on the tail branch. The crossing also moves, but in the strip it sweeps the potential changes by at most dΔ, and the strip's width is itself proportional to dΔ, so this effect is of second order. With q_in and q_out = 1 − q_in the HOMO probabilities on the two branches,

dε_AC/dΔ = −q_in, dΔ_new/dΔ = 1 − q_in = q_out.

Near the solution each step multiplies the error by about q_out, which is small when the HOMO lies mostly inside the crossing. A Newton step, Δ_new = Δ + (I + ε_AC)/q_in, removes the linear error.

**The GGA potential on a radial grid**

Write E_xc = ∫ F(n, σ) d³r with σ = |∇n|². Since δσ = 2∇n·∇δn, integration by parts gives

v_G = ∂F/∂n − ∇·(2 ∂F/∂σ ∇n).

For a spherical density the vector in the divergence is radial, with component G = 2(∂F/∂σ) n′. Its divergence is (1/r²)(r²G)′ = G′ + 2G/r, so

r v_G = r ∂F/∂n − r G′ − 2G.

This product is the quantity to store. The density has a cusp at the nucleus, so G(0) ≠ 0 and v_G itself diverges there as 1/r, while r v_G stays finite. The expanded form also avoids dividing the rounding error of a numerical derivative by r².

**Pseudocode**

For helium, with u = √(4π) rφ, so that ∫u² dr = 1 and n = 2φ² = 2u²/(4πr²):

    input: I, radial grid, starting orbital u
    Δ ← 0
    repeat
        n ← 2 u² / (4π r²)
        solve U″ = −2 e² u² / r,  U(0) = 0,  U(r_max) = 2 e²
            (U = r v_H)
        X ← r v_G from n and n′;  X ← 0 where n < n_min
        W ← max(X − Δ r, −e²)
        diagonalize −(ħ²/2m) d²/dr² + (−2e² + U + W)/r
        ε, u_new ← lowest level and its orbital
        Δ ← Δ + I + ε
        u ← normalized average of u and u_new
    until ε and Δ are stationary
    rebuild U, X, W; diagonalize; read off the ns levels

The Hartree equation follows from ∇²v_H = −4πe²n, since rn = 2u²/(4πr). In the first pass Δ = 0 and W is the bare PBE term, so the first update has the one-shot form I + ε, but with ε taken at the starting density, and it can differ noticeably from Δ₀.

For the one-shot version, converge the bare GGA calculation, set Δ = I + ε_G, and diagonalize once more.

**Cost**

With M grid points, a dense diagonalization costs of order M³ operations per iteration, as does a dense solution for U unless its matrix is factorized once. The correction adds one comparison per point and one scalar update, of order M. The grid must be fine near the nucleus and still reach far beyond the largest Rydberg orbital wanted. The classical turning point, where −e²/r equals the level energy, lies at 2ν²a₀ for effective quantum number ν.

**Rydberg levels outside the core**

Outside the crossing, and where the nuclear and Hartree terms have cancelled, an s level obeys

−(ħ²/2m) u″ − (e²/r) u = ε u.

Put a₀ = ħ²/(me²), ε = −e²/(2a₀ν²) and z = 2r/(νa₀). Multiplying by −2m/ħ² gives

u″ + [2/(a₀r) − 1/(ν²a₀²)] u = 0.

Since d²/dr² = (4/ν²a₀²) d²/dz² and 2/(a₀r) = 4/(νa₀²z), multiplication by ν²a₀²/4 gives

d²u/dz² + (ν/z − 1/4) u = 0.

The decaying solution is the Whittaker function W_{ν,1/2}(z). Matching it to the regular inner solution selects the allowed ν, written ν = n − δ_n, with n now the principal quantum number:

ε_n = −(me⁴/2ħ²)/(n − δ_n)².

For high levels |ε_n| is small compared with the depth of the potential in the core. The inner solution then hardly depends on ε_n, and δ_n approaches a constant.

**Helium: the shift**

The ionization energy comes from a variational calculation with explicitly correlated exponentials:

I = −2.000000 − (−2.903724) = 0.903724 hartree (24.592 eV).

The same method gives the singlet and triplet 1sns energies. It omits relativity, nuclear motion and QED. Enlarging the basis from 160 to 240 functions changes no energy used here by more than 3 × 10⁻⁵ hartree, which indicates the basis error without bounding it. The fifth decimal of the reference excitation energies below is therefore uncertain; the 4s triplet entry, for instance, is high by about 10⁻⁵ hartree.

The one-shot shift is

Δ₀ = 0.90372 − 0.57929 = 0.32443.

It puts the HOMO at −0.89994, which is 0.0038 above −I, on the side required by the bound. The self-consistent shift is 0.3406, with the HOMO at −0.90372; its fifth decimal depends on the radial grid and moves by about 10⁻⁵ (0.34061 to 0.34062). The branches cross once, at 1.68 bohr, inside the limit 1/Δ = 2.94 bohr.

The tail region holds q_out = 0.1036 of the HOMO probability, the last digit being uncertain by one unit from the quadrature at the crossing. The predicted slope dε/dΔ is −(1 − 0.1036) = −0.8964; the numerical derivative is −0.8964.

The shift rises by 0.0162 between the two versions, more than the fixed-density argument accounts for. With the slope just quoted, a Newton step from Δ₀ adds 0.0038/0.896 = 0.0042. The remaining 0.012 or so is therefore attributed to the change of density. This estimate borrows the slope from the self-consistent density. It concerns the position of the fixed point, not the rate of approach to it. The rate q_out was derived at fixed density and need not hold for the full loop, whose rate is not examined here.

**Helium: the levels**

The corrected ns levels and quantum defects are

2s: −0.15837, δ = 0.223
3s: −0.06469, δ = 0.220
4s: −0.03497, δ = 0.219
5s: −0.02187, δ = 0.218
6s: −0.01496, δ = 0.218

The defects settle as expected. In a box of radius 200 bohr, 12 s levels lie below zero. The highest are distorted by the wall, since a level with ν near 12 has its turning point near 2 × 12² = 288 bohr.

An orbital energy difference carries no singlet–triplet splitting. To first order, exchange between the 1s and ns electrons moves the singlet up and the triplet down by equal amounts, so the mean of the two is a natural reference. It is not an identity that the exact Kohn–Sham difference must satisfy. Excitation energies from 1s:

2s: corrected 0.74535; triplet 0.72849; singlet 0.75775; mean 0.74312
3s: corrected 0.83904; triplet 0.83503; singlet 0.84245; mean 0.83874
4s: corrected 0.86875; triplet 0.86722; singlet 0.87014; mean 0.86868

The errors against the mean are +0.0022 hartree (0.061 eV), +0.0003 and +0.0001. Their fall with n is partly automatic: once the HOMO is at −I and the tail is −1/r, the excitation energies converge to I.

A stricter measure compares the error with the core's effect on the binding, meaning the binding beyond the hydrogenic 1/(2n²). For 2s the reference binding is 0.90372 − 0.74312 = 0.16060, of which 0.0356 exceeds 0.125. The error is 0.0022/0.0356, about 6% of that effect.

The one-shot version gives 0.74152 for 1s–2s, an error of −0.0016 against the mean, slightly smaller in size. That ranking depends on the level and on the reference. For 1s–3s the one-shot value is 0.8352, an error of −0.0035 against +0.0003 for the self-consistent one, because the one-shot HOMO lies 0.0038 above −I and this offset passes into the higher excitation energies. The exact Kohn–Sham 1s–2s difference, from inverting the correlated density, is about 0.746, closer to the self-consistent 0.74535 than to the one-shot value.

**Sensitivity and failure modes**

*Wrong shift.* Halving Δ in the final potential, with the density held fixed, raises the HOMO to −0.7386, or 0.165 above −I. The excitation errors become −0.135, −0.158 and −0.162 for 2s, 3s and 4s. They approach −0.165 because the high levels barely feel the core while the 1s level moves with it. An error in the supplied I likewise passes almost fully into the high excitation energies.

*No admissible shift.* If I + ε_G ≤ 0 and r v_G > −e² everywhere, the one-shot shift leaves D(r) positive at all r, so the branches never meet and no tail is attached. At fixed density ε_AC(Δ) does not increase with Δ, and for large Δ it tends to the HOMO of the potential with v_xc = −e²/r everywhere. If that HOMO lies above −I, the fixed-point equation has no solution.

*Noise in the far density.* GGA derivatives become unreliable where n is tiny. Setting r v_G to zero there is harmless if the cutoff lies beyond e²/Δ, since the maximum then selects the tail.

*The kink.* The slope of v_AC jumps at the crossing, which spoils the rapid convergence of a spectral grid. For 1s, 2s and 5s, the grid levels differ by less than 5 × 10⁻⁶ hartree from those found by outward integration and Whittaker matching. The numerical check asserts this agreement to within 10⁻⁴ hartree.

*Total energies.* v_AC is built as a potential, not as the derivative of an energy functional, so the scheme supplies no total energy of its own. The PBE energy evaluated at the corrected density cannot lie below the self-consistent PBE minimum. The correction is meant for orbital energies and quantities computed from them.

Computed results

```
Energies in hartree, lengths in bohr, unless marked
He ground-state energy, variational     -2.903724
He+ energy                              -2.000000
ionization energy I                     0.903724
ionization energy I in eV               24.592
largest change, 160 to 240 functions    2.8e-05
largest virial-ratio error (no unit)    1.6e-05
grid error, hydrogen n = 1 to 6         7.9e-14
PBE HOMO energy                         -0.57929
PBE bound s levels (count)              1
zero-energy node count                  1
minimum of r*v_G (hartree bohr)         -0.5153
dExc/dstep, finite difference           -0.287136
dExc/dstep, from the potential          -0.287136
one-shot shift                          0.32443
one-shot HOMO energy                    -0.89994
one-shot HOMO energy + I                0.00378
one-shot 1s-2s difference               0.74152
self-consistent shift                   0.34061
self-consistent HOMO energy             -0.90372
number of crossings                     1
outermost crossing radius               1.6831
bound on crossing radius, 1/shift       2.9359
HOMO probability in -1/r region         0.1035
d(HOMO energy)/d(shift), numerical      -0.8964
corrected bound s levels in the box     12
box radius                              200
largest grid-Whittaker difference       4.1e-06
n, corrected level, quantum defect (no unit)
  2s  -0.158371  0.2232
  3s  -0.064686  0.2198
  4s  -0.034970  0.2187
  5s  -0.021867  0.2183
  6s  -0.014956  0.2180
excitation from 1s: corrected, triplet, singlet, mean
  2s  0.74535  0.72849  0.75775  0.74312
  3s  0.83904  0.83503  0.84245  0.83874
  4s  0.86875  0.86722  0.87014  0.86868
error against mean: hartree, eV; with half the shift, hartree
  2s  +0.00223  +0.061  -0.13521
  3s  +0.00029  +0.008  -0.15803
  4s  +0.00007  +0.002  -0.16238
HOMO energy with half the shift         -0.73864
```
